# Sticking Probability Needed for Fixed Conformality in Deep Holes and Trenches

A film is to be grown from a low-pressure gas inside a round hole 100 nm across and 4 µm deep, and the film on the floor must grow at no less than 80 % of the rate on the flat surface around the mouth. A precursor and temperature are found that just achieve this. The next design has the same diameter but twice the depth. By how much must the sticking probability fall for the floor to keep its 80 %?

## A back-of-envelope argument

Let the hole have diameter $d$, depth $L$ and aspect ratio $a=L/d$. Let $s$ be the probability that a molecule striking a surface stays there and becomes film. At low pressure a molecule crosses the hole without meeting another molecule, strikes the wall, and, if it does not stick, leaves in a random direction. Its depth changes by roughly $\pm d$ per flight.

This is a random walk. After $N$ flights the typical displacement is $d\sqrt N$, so reaching the floor takes $N\sim(L/d)^2=a^2$ wall hits. The molecule survives them with probability $(1-s)^N\approx e^{-sN}$. To keep this fixed as the hole deepens, $sa^2$ must stay fixed:

$$s\propto \frac{1}{a^2}.$$

Doubling the depth requires about a quarter of the sticking probability.

A different count seems to give another answer. With $s=0$ the gas in the hole is in equilibrium with the gas outside, and every surface receives the same number of impacts per unit area and time. The wall area is $\pi dL$ and the mouth area $\pi d^2/4$, so an entering molecule makes on average

$$\frac{\pi dL}{\pi d^2/4}=4a$$

wall hits. This suggests $s\propto1/a$. But the average is taken over all entering molecules, and many of them leave again after a few hits near the mouth. Floor growth depends on those that reach the floor, and they have made many more.

## Assumptions

The flow is molecular: the mean free path $\lambda=k_BT/(\sqrt2\,\pi\sigma^2p)$ is much larger than $d$. For model values $T=600$ K, $p=100$ Pa and collision diameter $\sigma=0.5$ nm, $\lambda=75$ µm, about 750 hole diameters.

All surfaces have the same constant $s$. Molecules that do not stick leave by the cosine law: the probability per unit solid angle is $u/\pi$, where $u$ is the cosine of the angle to the surface normal. Molecules enter through the mouth with the same angular law. The film is thin compared with $d$, and gas-phase reactions are absent.

Let $F(z)$ be the number of molecules striking the wall per unit area and time at depth $z$, $F_0$ the same quantity on the flat field, and $F_b$ that on the floor. Growth rates are $s$ times these fluxes, so the conformality is

$$C=\frac{sF_b}{sF_0}=\frac{F_b}{F_0}.$$

## The mean square flight

A molecule leaves a wall point with direction cosines $u$ along the inward normal, $v$ along the circumference and $w$ along the axis, where $u^2+v^2+w^2=1$. The axis of the hole lies a distance $d/2$ along the normal. After a path $\ell$ the molecule is back on the wall when

$$\left(\ell u-\tfrac d2\right)^2+\ell^2v^2=\tfrac{d^2}{4}
\;\Rightarrow\;\ell(u^2+v^2)=du
\;\Rightarrow\;\ell=\frac{du}{1-w^2}.$$

The axial displacement is $\zeta=\ell w$. Put $w=\sin\beta$ and $u=\cos\beta\cos\psi$, with both angles between $-\pi/2$ and $\pi/2$. The solid angle element is $\cos\beta\,d\beta\,d\psi$, and $\zeta=d\cos\psi\tan\beta$. Hence

$$\langle\zeta^2\rangle=\frac{d^2}{\pi}\int\!\cos^3\psi\,d\psi\int\!\tan^2\beta\cos^2\beta\,d\beta
=\frac{d^2}{\pi}\cdot\frac43\cdot\frac\pi2=\frac{2d^2}{3}.$$

The step in the random walk is therefore $0.82\,d$ (root mean square).

## From flights to conformality

Let $K(\zeta)$ be the probability density of the axial displacement. Far from the ends, the molecules striking depth $z$ are those that failed to stick elsewhere:

$$F(z)=(1-s)\int K(z-z')F(z')\,dz'.$$

If $F$ varies slowly over a distance $d$, expand it to second order about $z$. The linear term vanishes because $K$ is even, so

$$F=(1-s)\left[F+\tfrac12\langle\zeta^2\rangle F''\right]
\;\Rightarrow\; sF=(1-s)\tfrac12\langle\zeta^2\rangle F''.$$

For $s\ll1$ the factor $1-s$ may be dropped on the right:

$$F''=\frac{2s}{\langle\zeta^2\rangle}F=\kappa^2F,\qquad \kappa^2=\frac{3s}{d^2}.$$

To leading order in $1/a$ the flux at the mouth equals that outside, $F(0)=F_0$. The floor consumes only as much as a length $d/4$ of wall, since their areas are equal, so the net flow into it is negligible and $F'(L)=0$. The solution is

$$F(z)=F_0\frac{\cosh\kappa(L-z)}{\cosh\kappa L}.$$

With $\phi=\kappa L$, the value at the floor gives

$$C=\frac1{\cosh\phi},\qquad \phi^2=3sa^2,$$

and solving for $s$,

$$\boxed{\,s=\frac{[\operatorname{arccosh}(1/C)]^2}{3a^2}\,}$$

For $C=0.80$, $\operatorname{arccosh}1.25=\ln(1.25+0.75)=\ln2=0.693$, so $s=0.693^2/(3a^2)=0.160/a^2$.

When $C$ is close to 1, $\cosh\phi\approx1+\phi^2/2$ and $1/C\approx1+(1-C)$, so $\phi^2\approx2(1-C)$ and $s\approx2(1-C)/(3a^2)$. Halving the permitted thickness loss then halves the permitted sticking.

The result needs a deep hole and a target $C$ that is not too small. The mouth, seen from the floor, sends molecules there directly with flux $F_0(\pi d^2/4)/(\pi L^2)=F_0/(4a^2)$. The slow-variation argument misses this contribution, so $C\gg1/(4a^2)$ is necessary, as is $\phi\ll a$. These conditions are not sufficient. A molecule that arrives at or near the floor by one long flight usually does not stick at once. It strikes the surfaces there many times, and in a deep hole these repeated impacts on the floor can far exceed the direct flux. Long flights that start from the wall add to them. At fixed $C$ all these contributions vanish as $a$ grows, and $s\ll1$ then follows.

## The size of the end corrections

Let $J$ be the net downward flux per unit cross-section. What is lost from it goes into the wall:

$$\frac{\pi d^2}{4}J'=-\pi d\,sF
\;\Rightarrow\; J'=-\frac{4}{d}sF=-\frac{4d}{3}F'',$$

where $sF=d^2F''/3$ was used. Since $J$ vanishes for uniform $F$, $J=-(4d/3)F'$.

Near the mouth, take the downward and upward one-sided fluxes as $F+J/2$ and $F-J/2$. This is an approximation, because the angular distribution there is not that of a slowly varying gas. The downward flux at the mouth is $F_0$, so $F(0)+J(0)/2=F_0$. At the floor, $J(L)=sF(L)$ for small $s$.

Write $F=B[\cosh\kappa(L-z)+\varepsilon\sinh\kappa(L-z)]$. Then $-F'(L)=B\kappa\varepsilon$, and the floor condition gives

$$\frac{4d}{3}\kappa\varepsilon=s\;\Rightarrow\;\varepsilon=\frac{3s}{4\kappa d}=\frac{\kappa d}{4}=\frac{\phi}{4a}.$$

The mouth condition is $F(0)-(2d/3)F'(0)=F_0$. With $\kappa d=\phi/a$ and $C\approx B/F_0$ it reads

$$\frac1C=\cosh\phi+\frac{\phi}{4a}\sinh\phi+\frac{2\phi}{3a}\sinh\phi+O(a^{-2}).$$

The two corrections add to $(11/12)(\phi/a)\sinh\phi$, which is the first-order change of $\cosh\phi$ when $\phi$ grows by the factor $1+11/(12a)$. Therefore

$$s\approx\frac{[\operatorname{arccosh}(1/C)]^2}{3\,(a+11/12)^2}.$$

In this estimate the ends act like an extra 0.9 diameters of depth.

This estimate leaves out rare long flights. In the integral for $\langle\zeta^2\rangle$, displacements beyond $Z\gg d$ come from directions within about $d/Z$ of the axis and contribute a fraction of order $d/Z$. At a distance $y$ from an end, flights longer than $y$ are cut off, so transport there is weaker by a fraction of order $d/y$. Summed along the hole, this acts like an added depth of order $\int_d^L(d/y)\,dy=d\ln a$. The relative correction to $s$ should thus contain a term in $(\ln a)/a$ besides the one in $1/a$ found above.

## Comparison with a full balance

The slow-variation assumption can be avoided numerically. Divide the wall into rings of length $d/16$ and treat the floor as one disk with uniform impingement. Geometry and the cosine law fix the fraction of molecules that pass directly from each element to every other. The flux on each element is the direct flux from the mouth plus $(1-s)$ times what arrives from all elements. These linear equations are solved for $C$, and $s$ is adjusted until $C=0.80$. Halving the ring length changes $C$ by about $10^{-4}$ at $a=40$. In the limit of short rings $s$ is about 0.1 % lower than tabulated, so the entry 9.29e-5 becomes 9.28e-5.

| $a$ | $s$, full balance | $0.160/a^2$ | with $a+11/12$ |
|---|---|---|---|
| 10 | 1.26e-3 | 1.60e-3 | 1.34e-3 |
| 20 | 3.50e-4 | 4.00e-4 | 3.66e-4 |
| 40 | 9.29e-5 | 1.00e-4 | 9.57e-5 |
| 80 | 2.40e-5 | 2.50e-5 | 2.45e-5 |
| 160 | 6.12e-6 | 6.26e-6 | 6.19e-6 |

Relative to the full balance, the simple law is 27 % too high at $a=10$ and 2 % too high at $a=160$. The end estimate lowers these errors to 6 % and 1 %. Its relative error multiplied by $a$ is about 0.6, 0.9 and 1.2 in the first three rows; further down it is sensitive to the ring length, and in the limit of short rings it is about 1.5 and 1.8. The rise by a similar amount at each doubling is what a logarithmic end term would produce.

Between successive rows, the local exponent $d\ln s/d\ln a$ is $-1.85$, $-1.91$, $-1.95$ and $-1.97$. The inverse square is thus a limit, approached from the weaker side. For $C=0.50$ at $a=160$, the balance gives $s=2.21\times10^{-5}$ and the law $2.26\times10^{-5}$, again 2 % apart.

The opening question concerns $a=40$ becoming $a=80$. Start from the balance value $s=9.29\times10^{-5}$. In the law, $\phi$ scales as $a\sqrt s$:

- With $s$ unchanged, $\phi$ doubles to $2\ln2$ and the law gives $C=2/(4+\tfrac14)=0.47$. The balance gives 0.48.
- With $s$ halved, $\phi=\sqrt2\ln2$ and $C=0.66$. The balance gives 0.67.
- With $s$ quartered, $\phi$ is unchanged and $C=0.80$. The balance gives 0.81.

Halving $s$, as the $4a$ count suggested, is not enough. A quarter is slightly more reduction than needed, because the ends add nearly the same length to both holes and the effective depth does not quite double.

## How many hits the floor molecules have made

The random-walk picture can be made quantitative. Follow molecules that never stick, and assign to each floor impact the weight $(1-s)^N$, where $N$ is the number of earlier surface hits. This weight is the probability that a real molecule would have survived to make that impact. Without sticking the floor receives $F_0$, so

$$C=\langle(1-s)^N\rangle\approx1-s\langle N\rangle\qquad(s\langle N\rangle\ll1),$$

with the average taken over floor impacts. In the same limit $C=1/\cosh\phi\approx1-\phi^2/2=1-\tfrac32sa^2$. Comparing the two,

$$\langle N\rangle\approx\tfrac32a^2.$$

For $a=160$ this is 38,400, and the full balance at very small $s$ gives about 39,000. For $a=10$ it is 150, against 191 from the balance; the ends matter more in the shorter hole. A Monte Carlo calculation following 200,000 molecules flight by flight through the hole with $a=10$ gives 193, with a statistical error of about 1.5. The same molecules make about 40 wall hits each on average, which is $4a$. The two averages describe different populations: all molecules that enter, and those found striking the floor.

## A long trench

In a trench of width $b$ and unlimited length, with $a=L/b$, the inverse square acquires a slow correction. Let $\beta$ now be the angle by which a flight is tilted out of the cross-sectional plane, and $\alpha$ the angle of its projection in that plane from the wall normal. The cosine law gives $u=\cos\beta\cos\alpha$, and integrating over $\beta$ leaves the density

$$\frac{\cos\alpha}{\pi}\int_{-\pi/2}^{\pi/2}\cos^2\beta\,d\beta=\frac{\cos\alpha}{2}.$$

The displacement in depth is $\zeta=b\tan\alpha$. Its mean square diverges when all angles are included, but displacements in depth larger than $L$ cannot occur within the trench. Keeping $|\zeta|<L$, and using $\tan^2\alpha\cos\alpha=\sec\alpha-\cos\alpha$,

$$\langle\zeta^2\rangle_L=b^2\int_0^{\arctan a}(\sec\alpha-\cos\alpha)\,d\alpha
=b^2\left[\operatorname{arcsinh}a-\frac{a}{\sqrt{1+a^2}}\right]\approx b^2(\ln2a-1).$$

Inserting this in $\phi^2=2sL^2/\langle\zeta^2\rangle$ gives

$$sa^2\approx\tfrac12[\operatorname{arccosh}(1/C)]^2(\ln a+\text{const}).$$

The sharp cutoff at $L$ is crude, so the constant is not determined; the argument supplies the leading logarithm. Because the logarithm comes from flights as long as $L$, it requires $\lambda\gg L$ and not only $\lambda\gg b$. For $b=100$ nm and $\lambda=75$ µm, an estimate in which each gas collision randomises the direction lowers the growth of $\langle\zeta^2\rangle$ per doubling by about 3 % between $a=40$ and 80 and by about 6 % between 80 and 160. The numbers below neglect collisions. For $C=0.80$ it predicts that $sa^2$ rises by $\tfrac12(0.693)^2\ln2=0.167$ at each doubling of $a$.

The same numerical balance, with strips in place of rings, gives $sa^2=0.90$, 1.08 and 1.25 at $a=40$, 80 and 160. The rises are 0.177 and 0.175, about 5 to 6 % above the leading logarithm. The local exponents are $-1.74$ and $-1.78$. Over this range, doubling the depth of a trench calls for a reduction of $s$ by a factor of about 3.4, rather than 4.

At equal $a=40$ the trench tolerates $s=5.6\times10^{-4}$, six times the value for the hole. Longer flights are the main reason: the cutoff estimate, though its constant is crude, gives a ratio of mean square flights of $(\ln80-1)/(2/3)\approx5$.

## Where the scaling stops applying

As the film grows, the opening narrows and $a$ rises, so a value of $s$ chosen for the empty hole becomes too large before filling is complete. If sticking depends on the local flux or on how much of the surface is already covered, as in self-limiting adsorption, the equation for $F$ is no longer linear with constant $s$, and the formula does not apply. Within the constant-sticking model, the working rule for a deep hole at fixed conformality is $s\approx[\operatorname{arccosh}(1/C)]^2/(3a^2)$, reduced by the end correction when $a$ is only a few tens and $C$ is not small (about 0.1 or more). For very small $C$ long flights raise the floor flux and the correction goes the wrong way: at $C=0.01$ and $a=40$ the simple law is already 3 % too low and the end estimate 7 % too low.
